**Nuclear recoil of a one-electron ion: Shabaev's formula and its parts**

To first order in 1/M and all orders in a = αZ, the recoil shift is ΔE = (i/2πM)∫dω ⟨s|(p−D)G(ω+ε)(p−D)|s⟩, with G the Dirac–Coulomb Green function and D the transverse-photon vertex (ħ = c = m = 1). It splits into Coulomb (c), one-photon (tr1) and two-photon (tr2) parts, and into E_L + E_H with E_H = a⁵P/(πM). The program asserts that the contour integrals match exact diagonalization of a fermion-sea plus boson model for a ground and an excited state, and that the coordinate form of D matches its momentum integral. For Z = 20 it asserts the Sommerfeld 2p levels on the grid, the closed 1s forms with E_L = a²/2M, and P_c by two routes; for small a it asserts P_c → −4/3, the slopes −8/3 and 2 in ln a, and the Salpeter formula with its next term. The output gives P = 5.4299 for Z = 1, and for Z = 20, M = 40 u it gives P = 3.2941, E_L = 74.64 meV and E_H = 0.487 meV.

## Program and output

```python
# Nuclear recoil of a one-electron ion, first order in 1/M, all orders in a = alpha*Z.
# Units hbar = c = m_e = 1.  Result under test:
#   dE = (i/(2 pi M)) Int dw <s|(p - D(w)) G(w+eps)(p - D(w))|s>,  G = [w - H(1-i0)]^-1,
# D = transverse-photon vertex; parts: c (pGp), tr1 (-pGD-DGp), tr2 (DGD).
# dE = E_L + E_H, E_L = <p^2 - p.D(0) - D(0).p>/(2M), E_H = a^5 P/(pi M), P = Pc+Ptr1+Ptr2.
# At w = iy: D = a[f alpha + g n(alpha.n)].  Radial functions Pa, Qa = r*(large, small).
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.integrate import quad
from scipy.special import spherical_jn as jn, gamma as Gam

# ---- model: Dirac sea + boson modes, exact diagonalization versus contour integral
lev = np.array([-1.5, -1.2, -1.0, 0.8, 1.1, 1.3, 1.7])
par = np.array([-1, 1, -1, 1, -1, 1, -1]); L = 7
rng = np.random.default_rng(1)
def odd_matrix():
    m = rng.normal(size=(L, L))
    return 0.35*(m + m.T)*(par[:, None] != par[None, :])
pm, J = odd_matrix(), [odd_matrix(), odd_matrix()]
kph, cph = [0.7, 1.9], [0.8, 0.6]
ann = []
for i in range(L):
    m = np.eye(1)
    for j in range(L):
        m = np.kron(m, np.diag([1., -1.]) if j < i else (np.array([[0., 1.], [0., 0.]]) if j == i else np.eye(2)))
    ann.append(m)
def fock(o):
    return sum(o[m, n]*ann[m].T @ ann[n] for m in range(L) for n in range(L) if o[m, n] != 0)
FH, FP, FJ = fock(np.diag(lev)), fock(pm), [fock(j) for j in J]
b = np.diag(np.sqrt([1., 2., 3.]), 1); I4 = np.eye(4)
X = [np.kron(b + b.T, I4), np.kron(I4, b + b.T)]
Hb = kph[0]*np.kron(b.T @ b, I4) + kph[1]*np.kron(I4, b.T @ b)
def expectations(e, occs):
    idx = [k for k in range(2**L) if bin(k).count("1") == len(occs[0])]
    cut = np.ix_(idx, idx); If, Ib = np.eye(len(idx)), np.eye(16)
    H = np.kron(FH[cut], Ib) + np.kron(If, Hb) + e*sum(np.kron(FJ[k][cut], X[k]) for k in range(2))
    Pf, A = np.kron(FP[cut], Ib), np.kron(If, cph[0]*X[0] + cph[1]*X[1])
    U = np.linalg.eigh(H)[1]; out = []
    for occ in occs:
        v = U[:, np.argmax(abs(U[16*idx.index(sum(2**(L-1-i) for i in occ))]))]
        out.append(np.array([(Pf@v)@(Pf@v)/2, (Pf@v)@(A@v)/e, (A@v)@(A@v)/(2*e*e)]))
    return np.array(out)
def valence(e):   # <Pi^2>/2 minus vacuum, Pi = P + Z e A, Z e^2 = 1, M = 1
    return expectations(e, [[0, 1, 2, 3], [0, 1, 2, 5]]) - expectations(e, [[0, 1, 2]])
exact = (4*valence(0.005) - valence(0.01))/3     # limit e -> 0
Dm = lambda w: sum(2*cph[k]*kph[k]*J[k]/(kph[k]**2 - w*w) for k in range(2))
K = pm @ np.diag(lev) - np.diag(lev) @ pm
def contour(s, x0):   # vertical line w = -x0 + iy; returns c, tr1, tr2, compact E_H
    tot = np.zeros(4)
    for t in np.arange(-35.05, 35.1, 0.1):
        w = -x0 + 0.2j*np.sinh(t); D = Dm(w); G = 1/(w + lev[s] - lev)
        val = [pm[s]@(G*pm[s]), -2*pm[s]@(G*D[s]), D[s]@(G*D[s]), (D - K/w)[s]@(G*(D + K/w)[:, s])]
        tot -= np.real(val)*0.2*np.cosh(t)*0.1/(2*np.pi)
    return tot
for row, (s, name) in enumerate([(3, "ground"), (5, "excited")]):
    c = contour(s, 0.45)   # separates positive-level poles from sea and left photon poles
    low = pm[s]@pm[s]/2 - pm[s]@Dm(0.0)[s]
    print(f"model {name}: diagonalization c,tr1,tr2 =", np.round(exact[row], 6), "(model units)")
    print(f"model {name}: contour integral c,tr1,tr2 =", np.round(c[:3], 6), "(model units)")
    print(f"model {name}: E_L+E_H = {low + c[3]:.6f}; <p^2>/2 without sea = {pm[s]@pm[s]/2:.6f}")
    assert np.allclose(c[:3], exact[row], atol=1e-5)
    assert abs(low + c[3] - exact[row].sum()) < 2e-5
    assert abs(exact[row][0] - 0.5*np.sum(np.sign(lev)*pm[s]**2)) < 1e-5
res = (pm - Dm(lev[4] - lev[5]))[5, 4]**2
print(f"model excited: residue of the lower level = {res:.6f}")
assert abs(contour(5, 0.0)[:3].sum() + res - exact[1].sum()) < 2e-5
assert abs(contour(3, 0.0)[:3].sum() - exact[0].sum()) < 2e-5

# ---- photon vertex: coordinate form versus momentum integral (r = 1)
def fg(y, r):
    x = y*r; ex = np.exp(-x)
    h = np.where(x < 1e-2, 0.5 - x/3 + x**2/8 - x**3/30 + x**4/144, (1 - (1 + x)*ex)/np.maximum(x, 1e-3)**2)
    return (ex - h)/r, (3*h - ex)/r
xg, wg = np.polynomial.legendre.leggauss(24)
kk = np.pi*(np.arange(400)[:, None] + 0.5*(xg + 1))
for y in (1e-9, 0.7, 3.0):
    num = []
    for ang in (jn(0, kk) - jn(1, kk)/kk, jn(2, kk)):
        S = np.cumsum((kk**2/(kk**2 + y*y)*ang) @ wg)[-13:]
        for _ in range(12):
            S = 0.5*(S[1:] + S[:-1])      # averaging of alternating partial sums
        num.append(S[0])
    assert np.allclose(num, fg(y, np.array(1.0)), atol=1e-8)
    print(f"y*r = {y:g}: r*f = {num[0]:.7f}, r*g = {num[1]:.7f} (momentum integral)")

# ---- Dirac-Coulomb 1s state on a staggered logarithmic grid
def on_grid(a, h):
    r = np.exp(np.arange(np.log(1e-10), np.log(45/a), h/2)); n = len(r); gam = np.sqrt(1 - a*a)
    Pa = np.sqrt((1 + gam)/2*(2*a)**(2*gam + 1)/Gam(2*gam + 1))*r**gam*np.exp(-a*r)*np.sqrt(h*r)
    Qa = -a/(1 + gam)*Pa
    even = np.arange(n) % 2 == 0
    isP = {-2: even, 1: ~even}; wt = {-2: 2/3, 1: 3.0}; band = {}
    for k in isP:
        ab = np.zeros((3, n), complex)
        ab[0, 1:] = ab[2, :-1] = (np.where(isP[k][:-1], -1., 1.)/h + k/2)/np.sqrt(r[:-1]*r[1:])
        ab[1] = np.where(isP[k], a*a/(1 + gam), -1 - gam) - a/r      # H - eps
        band[k] = ab
    def solve(k, w, rhs):
        ab = band[k].copy(); ab[1] -= w
        return solve_banded((1, 1), ab, rhs.astype(complex), check_finite=False)
    p = {-2: np.where(even, Pa*((gam - 1)/r - a), Qa*((gam - 2)/r - a)),
         1: np.where(~even, -Pa*((gam - 1)/r - a)/3, -Qa*((gam + 1)/r - a)/3)}
    F = {-2: np.where(even, Pa, Qa)*a/r**2, 1: -np.where(~even, Pa, Qa)*a/(3*r**2)}
    def Dvec(y):
        f, g = fg(y, r)
        return {-2: a*np.where(even, Qa*(2*f + g), -Pa*g), 1: a*np.where(~even, Qa*(f - g)/3, Pa*(f + g/3))}
    D0 = Dvec(0.0)
    p2 = sum(wt[k]*p[k]@p[k] for k in wt); pD = sum(wt[k]*p[k]@D0[k] for k in wt)
    full = np.zeros(3)
    for y in np.exp(np.arange(np.log(1e-11*a*a), np.log(1e8), 0.4)):
        D = Dvec(y)
        for k in wt:
            u = solve(k, 1j*y, np.column_stack([p[k], D[k]])).real
            full += wt[k]*0.4*y/np.pi*np.array([p[k]@u[:, 0], -2*p[k]@u[:, 1], D[k]@u[:, 1]])
    ec = 0.0      # -sum over sea of |[p,V]|^2/Delta^2, contour w = iy - eps
    for t in np.arange(0.15, 19.5, 0.3):
        w = 1j*np.sinh(t) - gam
        ec += sum(wt[k]*(F[k]@solve(k, w, F[k])/w**2).real for k in wt)*0.3*np.cosh(t)/np.pi
    eig = []
    for k in (1, -2):   # n = 2 level by inverse iteration
        sh = (1 + a*a/(2 - abs(k) + np.sqrt(k*k - a*a))**2)**-0.5 - gam
        v = p[k]/np.linalg.norm(p[k])
        for _ in range(4):
            u = solve(k, sh, v).real; mu = sh + 1/(v@u); v = u/np.linalg.norm(u)
        eig.append(mu/sh)
    s = np.pi/a**5
    return np.array([s*ec, s*(full[1] + pD), s*full[2], s*(full[0] - p2/2), p2, pD] + eig)
def recoil(a):
    A, B, C = (on_grid(a, h) for h in (0.04, 0.02, 0.01))
    R1, R2 = (4*B - A)/3, (4*C - B)/3
    R = (16*R2 - R1)/15
    return R, np.max(abs(R - R2)[:3])

# ---- Bethe logarithm of hydrogen 1s from oscillator strengths (d in hartree)
def osc_sum(g):
    n = np.arange(2, 20001.); d = 0.5*(1 - 1/n**2)
    f = 256/3*np.exp(5*np.log(n) + (2*n - 4)*np.log1p(-2/(n + 1)) - 8*np.log(n + 1))
    def cont(th):
        k = np.tan(th)
        return 256/3*np.exp(-4*th/k)/((1 + k*k)**3*(-np.expm1(-2*np.pi/k)))*k*g(0.5*(1 + k*k))
    return f@g(d) + 256/3*np.exp(-4)*g(0.5)/(2*20000.5**2) + quad(cont, 0, np.pi/2, epsabs=1e-11, limit=200)[0]
assert abs(osc_sum(lambda d: 1 + 0*d) - 1) < 1e-7 and abs(1.5*osc_sum(lambda d: d*d) - 2) < 1e-7
lnk0 = 0.75*osc_sum(lambda d: d*d*np.log(2*d))
print(f"Bethe logarithm ln k0(1s) = {lnk0:.6f} (k0 in Ry)")
salpeter = lambda a: -2/3*np.log(a) - 8/3*lnk0 + 14/3*np.log(2) + 62/9
nxt = lambda a: (4*np.log(2) - 3.5)*np.pi*a

small = {a: recoil(a)[0] for a in (0.001, 0.002, sc.alpha)}
for a, R in small.items():
    print(f"a = {a:.6f}: Pc = {R[0]:.4f}, Ptr1 = {R[1]:.4f}, Ptr2 = {R[2]:.4f}, P = {R[:3].sum():.4f}")
    print(f"   Salpeter = {salpeter(a):.4f}, with next term = {salpeter(a) + nxt(a):.4f}")
    assert abs(R[:3].sum() - salpeter(a) - nxt(a)) < 2e-3      # remainder O(a^2 ln^2 a)
free = -8*quad(lambda q: (np.hypot(1, q) - 1)/(2*np.hypot(1, q)*(1 + np.hypot(1, q))**2), 0, np.inf)[0]
lim = 2*small[0.001][0] - small[0.002][0]
slope = (small[0.002] - small[0.001])[:3]/np.log(2)
print(f"Pc(a->0): extrapolated {lim:.4f}, free-sea integral {free:.6f}")
print(f"dP/d ln a near a = 0.0014: tr1 {slope[1]:.3f}, tr2 {slope[2]:.3f}")
assert abs(free + 4/3) < 1e-7 and abs(lim - free) < 4e-3
assert abs(slope[1] + 8/3) < 0.1 and abs(slope[2] - 2) < 0.1   # corrections O(a ln a)

# ---- worked example: 1s level, Z = 20, point nucleus, M = 40 u (round)
Z = 20; a = Z*sc.alpha; gam = np.sqrt(1 - a*a)
R, err = recoil(a); Pc, P1, P2, Pc_direct, p2, pD = R[:6]
assert err < 1e-4 and np.allclose(R[6:], 1, atol=1e-6)
assert abs(Pc - Pc_direct) < 1e-4
assert abs(p2/(a*a*(2 - gam)/(gam*(2*gam - 1))) - 1) < 1e-7
assert abs(pD/(a**4/(gam*(2*gam - 1))) - 1) < 1e-7
assert abs((p2/2 - pD)/((1 - gam**2)/2) - 1) < 1e-7
ratio = sc.m_e/(40*sc.atomic_mass); mc2 = sc.m_e*sc.c**2/sc.e; unit = ratio*mc2*1e3; s = a**5/np.pi
print(f"Z = {Z}, a = {a:.7f}, eps = gamma = {gam:.7f} mc^2")
print(f"m/M = {ratio:.6e}, mc^2 = {mc2:.2f} eV, m^2c^2/M = {unit:.3f} meV")
print(f"grid/Sommerfeld 2p-1s gap: 2p1/2 {R[6]:.8f}, 2p3/2 {R[7]:.8f}")
print(f"<p^2> = {p2:.8e}, <p.D(0)> = {pD:.8e} (mc)^2")
print(f"a^5/pi = {s:.6e}; grid error estimate of P parts = {err:.1e}")
print(f"Pc = {Pc:.5f} (commutator), {Pc_direct:.5f} (direct)")
print(f"Ptr1 = {P1:.5f}, Ptr2 = {P2:.5f}, P = {Pc + P1 + P2:.5f}")
print(f"Salpeter = {salpeter(a):.5f}, with next term = {salpeter(a) + nxt(a):.5f}")
print(f"E_L = {(p2/2 - pD):.8e} m^2c^2/M = {unit*(p2/2 - pD):.5f} meV")
print(f"E_H parts: c {unit*s*Pc:.5f}, tr1 {unit*s*P1:.5f}, tr2 {unit*s*P2:.5f} meV")
print(f"E_H = {s*(Pc + P1 + P2):.5e} m^2c^2/M = {unit*s*(Pc + P1 + P2):.5f} meV")
print(f"full parts: c {unit*(p2/2 + s*Pc):.5f}, tr1 {unit*(s*P1 - pD):.5f}, tr2 {unit*s*P2:.5f} meV")
print(f"total recoil = {unit*(p2/2 - pD + s*(Pc + P1 + P2)):.5f} meV")
print("checks complete")
```

Output:

```
model ground: diagonalization c,tr1,tr2 = [ 0.374255  0.27637  -0.149538] (model units)
model ground: contour integral c,tr1,tr2 = [ 0.374255  0.27637  -0.149538] (model units)
model ground: E_L+E_H = 0.501087; <p^2>/2 without sea = 0.742081
model excited: diagonalization c,tr1,tr2 = [0.072535 1.56886  0.451652] (model units)
model excited: contour integral c,tr1,tr2 = [0.072535 1.56886  0.451652] (model units)
model excited: E_L+E_H = 2.093047; <p^2>/2 without sea = 0.667994
model excited: residue of the lower level = 3.531227
y*r = 1e-09: r*f = 0.5000000, r*g = 0.5000000 (momentum integral)
y*r = 0.7: r*f = 0.1786159, r*g = 0.4573228 (momentum integral)
y*r = 3: r*f = -0.0391965, r*g = 0.2171635 (momentum integral)
Bethe logarithm ln k0(1s) = 2.984129 (k0 in Ry)
a = 0.001000: Pc = -1.3302, Ptr1 = 17.7480, Ptr2 = -9.6490, P = 6.7688
   Salpeter = 6.7711, with next term = 6.7688
a = 0.002000: Pc = -1.3271, Ptr1 = 15.9238, Ptr2 = -8.2922, P = 6.3044
   Salpeter = 6.3090, with next term = 6.3044
a = 0.007297: Pc = -1.3112, Ptr1 = 12.5675, Ptr2 = -5.8264, P = 5.4299
   Salpeter = 5.4461, with next term = 5.4294
Pc(a->0): extrapolated -1.3333, free-sea integral -1.333333
dP/d ln a near a = 0.0014: tr1 -2.632, tr2 1.957
Z = 20, a = 0.1459471, eps = gamma = 0.9892924 mc^2
m/M = 1.371450e-05, mc^2 = 510998.95 eV, m^2c^2/M = 7008.094 meV
grid/Sommerfeld 2p-1s gap: 2p1/2 1.00000000, 2p3/2 1.00000000
<p^2> = 2.22378624e-02, <p.D(0)> = 4.68660291e-04 (mc)^2
a^5/pi = 2.107787e-05; grid error estimate of P parts = 9.7e-10
Pc = -1.05367 (commutator), -1.05367 (direct)
Ptr1 = 5.56787, Ptr2 = -1.22009, P = 3.29411
Salpeter = 3.44891, with next term = 3.11538
E_L = 1.06502709e-02 m^2c^2/M = 74.63810 meV
E_H parts: c -0.15564, tr1 0.82246, tr2 -0.18023 meV
E_H = 6.94327e-05 m^2c^2/M = 0.48659 meV
full parts: c 77.76687, tr1 -2.46195, tr2 -0.18023 meV
total recoil = 75.12469 meV
checks complete
```
